**Diagonal Born-Oppenheimer correction of H2 and its effect on the well depth**

The program computes \(B=\sum_A\|\nabla_A\Psi\|^2/(2M)\), where \(\Psi\) is the singlet full configuration interaction function and \(M\) the proton mass in electron masses. It asserts that, in aug-cc-pVTZ, \(B\) at the equilibrium distance \(R_e\) is within 2 cm\(^{-1}\) of 115 cm\(^{-1}\) and the increase of the well depth within 1.5 cm\(^{-1}\) of 5 cm\(^{-1}\); the output gives 114.35 and 5.01 cm\(^{-1}\). Displacements of single nuclei are compared with a separate decomposition into radial, angular and total-momentum parts, and the molecule at 6 angstrom with two separately solved atoms. The output shows that the angular part falls on bonding while the other two rise. Vibrational level shifts from diagonalization are asserted to agree with perturbation theory through second order. In a model of two coupled oscillators, the exact energy left over after the diagonal correction is asserted to match an effective-mass term within 5 percent. The two-electron solver is compared with an independent full configuration interaction code in cc-pVDZ.

## Verification by program

```python
"""Diagonal Born-Oppenheimer correction B(R) of H2: does it cancel in energy differences?

Result under test: B = sum_A <grad_A Psi|grad_A Psi>/(2M) is smaller at the H2
equilibrium distance than for two H atoms, so the well depth grows by
B(infinity) - B(Re), about 5 cm-1.
Equivalent form: B = (radial + angular)/M + <P^2>/(4M), where radial and angular
are squared norms of derivatives of Psi with respect to the bond vector at a fixed
geometric centre, and P is the total electron momentum.
M: proton mass in electron masses. Psi: singlet full-CI function.
Internal units are atomic units; printed energies are in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.interpolate import BarycentricInterpolator
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, fci

M = const.value('proton-electron mass ratio')
M_DEUTERON = const.value('deuteron-electron mass ratio')
EV = const.value('Hartree energy in eV')
ANG = const.value('Bohr radius') * 1e10
CM = const.e / (const.h * const.c * 100)      # cm-1 per eV
STEP = 0.004                                  # nuclear displacement, bohr


def solve(basis, pos_a, pos_b):
    """Lowest singlet of H2: (molecule, AO pair-coefficient matrix, energy)."""
    mol = gto.M(atom=[['H', tuple(pos_a)], ['H', tuple(pos_b)]],
                unit='Bohr', basis=basis, verbose=0)
    s_val, s_vec = np.linalg.eigh(mol.intor('int1e_ovlp'))
    x = s_vec / np.sqrt(s_val)
    h = x.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ x
    g = mol.intor('int2e')
    for _ in range(4):                        # transforms each index once
        g = np.tensordot(g, x, axes=(0, 0))
    n = len(h)
    one = np.eye(n)
    full = g.transpose(0, 2, 1, 3) + h[:, None, :, None] * one[None, :, None, :]
    full += one[:, None, :, None] * h[None, :, None, :]
    i, j = np.triu_indices(n)
    norm = np.where(i == j, 0.5, np.sqrt(0.5))
    ham = full[i[:, None], j[:, None], i[None], j[None]]
    ham = ham + full[i[:, None], j[:, None], j[None], i[None]]
    ham *= 2 * norm[:, None] * norm[None]
    energy, vec = eigh(ham, subset_by_index=[0, 0])
    pair = np.zeros((n, n))
    pair[i, j] += norm * vec[:, 0]
    pair[j, i] += norm * vec[:, 0]
    return mol, x @ pair @ x.T, energy[0] + mol.energy_nuc()


def overlap(a, b):
    """Overlap of two-electron functions at two geometries, free of sign choice."""
    s = gto.intor_cross('int1e_ovlp', a[0], b[0])
    return abs(np.sum(a[1] * (s @ b[1] @ s.T)))


def correction(basis, r):
    """Energy and B from displacements of one nucleus (the other is equivalent)."""
    origin = (0, 0, 0)
    ref = solve(basis, origin, (0, 0, r))
    plus = solve(basis, origin, (0, 0, r + STEP))
    minus = solve(basis, origin, (0, 0, r - STEP))
    side = solve(basis, origin, (STEP, 0, r))
    along = (1 - overlap(plus, minus)) / (2 * STEP**2)
    across = 2 * (1 - overlap(ref, side)) / STEP**2
    return ref[2], (along + 2 * across) / M


def parts(basis, r):
    """Radial, angular and total-momentum parts of B."""
    def bond(x, z):
        return solve(basis, (-x / 2, 0, -z / 2), (x / 2, 0, z / 2))
    ref = bond(0, r)
    radial = (1 - overlap(bond(0, r + STEP), bond(0, r - STEP))) / (2 * STEP**2)
    angular = 4 * (1 - overlap(ref, bond(STEP, r))) / STEP**2
    mol, c, _ = ref
    s = mol.intor('int1e_ovlp')
    kinetic = 2 * np.sum(c * (mol.intor('int1e_kin') @ c @ s))
    p1p2 = -sum(np.sum(c * (d @ c @ d.T)) for d in mol.intor('int1e_ipovlp'))
    momentum = (2 * kinetic + 2 * p1p2) / 4
    return np.array([radial, angular, momentum]) / M, kinetic


def atom(basis):
    """Energy of one H atom and its correction <p^2>/(2M)."""
    mol = gto.M(atom='H 0 0 0', basis=basis, spin=1, verbose=0)
    t = mol.intor('int1e_kin')
    e, c = eigh(t + mol.intor('int1e_nuc'), mol.intor('int1e_ovlp'))
    return e[0], c[:, 0] @ t @ c[:, 0] / M


# Two-electron solver against the library full-CI solver
check = solve('cc-pvdz', (0, 0, 0), (0, 0, 1.4))
mean_field = scf.RHF(check[0]).run(conv_tol=1e-11)
assert abs(fci.FCI(mean_field).kernel()[0] - check[2]) < 1e-7

# Potential and correction along the bond, interpolated from Chebyshev nodes
TZ = 'cc-pvtz'
low, high = 0.30 / ANG, 1.70 / ANG
count = 12
nodes = (low + high) / 2 + (high - low) / 2 * np.cos(
    np.pi * (np.arange(count) + 0.5) / count)
data = np.array([correction(TZ, r) for r in nodes])
scaled_v = BarycentricInterpolator(nodes, data[:, 0] * nodes)
b_curve = BarycentricInterpolator(nodes, data[:, 1])


def v_curve(r):
    return scaled_v(r) / r


def minimum(func):
    res = minimize_scalar(lambda r: float(func(r)), bounds=(1.2, 1.6),
                          method='bounded', options={'xatol': 1e-8})
    return float(res.x), float(res.fun)


re, v_min = minimum(v_curve)
re_new, u_min = minimum(lambda r: v_curve(r) + b_curve(r))

# Basis dependence at the same distance
table = {}
for basis in ('cc-pvdz', TZ, 'aug-cc-pvtz'):
    e_mol, b_mol = correction(basis, re)
    e_at, b_at = atom(basis)
    table[basis] = (e_mol, b_mol, 2 * e_at, 2 * b_at)
e_tz, b_tz, atoms_e, atoms_b = table[TZ]
assert abs(e_tz - v_min) < 3e-5               # interpolation error
assert abs(b_tz / float(b_curve(re)) - 1) < 1e-3
_, b_best, _, b_atoms_best = table['aug-cc-pvtz']
shift = b_atoms_best - b_best
assert abs(b_best * EV * CM - 115) < 2        # finite-basis error allowed
assert abs(shift * EV * CM - 5) < 1.5
assert abs(b_atoms_best * M - 1) < 5e-3       # exact 1s value is 1/M

# Minimum of the corrected curve against the difference at fixed Re
depth_change = atoms_b - (u_min - v_min)
assert abs(depth_change - (atoms_b - float(b_curve(re)))) < 1e-7

# Decomposition against single-nucleus displacements, and the atomic limit
far = 6.0 / ANG
near_parts, near_t = parts(TZ, re)
far_parts, far_t = parts(TZ, far)
_, b_far = correction(TZ, far)
assert abs(near_parts.sum() / b_tz - 1) < 3e-4
assert abs(far_parts.sum() / b_far - 1) < 3e-4
assert abs(b_far / atoms_b - 1) < 2e-3
assert np.allclose(far_parts / far_parts.sum(), [1/6, 1/3, 1/2], atol=2e-3)
assert near_parts[2] > far_parts[2]
assert near_parts[:2].sum() < far_parts[:2].sum()
assert near_t > far_t and b_tz < b_far

# J=0 vibration on a uniform grid
grid = np.linspace(low, high, 142)[1:-1]
dx = grid[1] - grid[0]
diff = np.subtract.outer(np.arange(len(grid)), np.arange(len(grid)))
safe = np.where(diff == 0, 1, diff)
curvature = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2) * (-1.0)**np.abs(diff)


def levels(potential, nuclear_mass):
    """All grid eigenvalues and eigenvectors; the reduced mass is nuclear_mass/2."""
    return eigh(curvature / (nuclear_mass * dx**2) + np.diag(potential))


v_grid, b_grid = v_curve(grid), b_curve(grid)
e_bo, wave = levels(v_grid, M)
e_ad, _ = levels(v_grid + b_grid, M)
e_mass, _ = levels(v_grid, M + 1)

# Level shifts by diagonalization against first- plus second-order perturbation theory
coupling = wave.T @ (b_grid[:, None] * wave)
averages = np.diag(coupling)[:2]
second_order = np.array([
    sum(coupling[v, k]**2 / (e_bo[v] - e_bo[k]) for k in range(len(grid)) if k != v)
    for v in (0, 1)])
level_shift = (e_ad - e_bo)[:2]
assert np.allclose(level_shift, averages + second_order, atol=1e-9, rtol=0)
assert np.all(np.abs(second_order) < 1e-3 * averages)
fund, fund_ad, fund_mass = (e[1] - e[0] for e in (e_bo, e_ad, e_mass))
d0_change = atoms_b - level_shift[0]

# Oscillator model: electron tied to nucleus (k=1), nucleus tied to wall (k=0.4)
k_wall = 0.4
dynamic = np.array([[1, -1 / np.sqrt(M)], [-1 / np.sqrt(M), (1 + k_wall) / M]])
exact = 0.5 * np.sqrt(np.linalg.eigvalsh(dynamic)).sum()
bo = 0.5 + 0.5 * np.sqrt(k_wall / M)
diagonal = 0.25 / M                           # <p^2>/(2M), oscillator ground state
mass_term = 0.5 * np.sqrt(k_wall / (M + 1)) - 0.5 * np.sqrt(k_wall / M)
assert abs((exact - bo - diagonal) / mass_term - 1) < 0.05

print(f"proton mass: {M:.4f} electron masses")
print(f"Re, cc-pVTZ full CI: {re*ANG:.5f} angstrom")
print(f"well depth without correction, cc-pVTZ: {(atoms_e-e_tz)*EV:.4f} eV")
print(f"exact two-atom correction 1/M: {EV/M:.6f} eV = {EV*CM/M:.2f} cm-1")
print("B at Re, B of two atoms, increase of well depth:")
for basis, (_, bm, _, ba) in table.items():
    print(f"  {basis}: {bm*EV:.6f}, {ba*EV:.6f}, {(ba-bm)*EV:.6f} eV")
print(f"aug-cc-pVTZ B at Re: {b_best*EV*CM:.2f} cm-1")
print(f"aug-cc-pVTZ B of two atoms: {b_atoms_best*EV*CM:.2f} cm-1")
print(f"aug-cc-pVTZ increase of well depth: {shift*EV*CM:.2f} cm-1")
print(f"fraction of two-atom B that cancels: {100*b_best/b_atoms_best:.1f} percent")
d2_shift = shift * M / M_DEUTERON
print(f"same increase for D2: {d2_shift*EV:.6f} eV = {d2_shift*EV*CM:.2f} cm-1")
print(f"well depth H2 minus D2: {(shift-d2_shift)*EV:.6f} eV")
print("parts of B, cc-pVTZ (at Re; at 6 angstrom):")
for name, a, b in zip(('radial', 'angular', 'total momentum'), near_parts, far_parts):
    print(f"  {name}: {a*EV:.6f}; {b*EV:.6f} eV")
print(f"electronic kinetic energy (Re; 6 A): {near_t*EV:.3f}; {far_t*EV:.3f} eV")
print(f"B at Re if scaled by kinetic energy: {b_far*near_t/far_t*EV:.6f} eV")
print("B along the bond, cc-pVTZ:")
for r_ang in (0.5, 1.0, 1.5):
    print(f"  R = {r_ang:.1f} angstrom: {float(b_curve(r_ang/ANG))*EV:.6f} eV")
for r_ang in (2.0, 3.0):
    print(f"  R = {r_ang:.1f} angstrom: {correction(TZ, r_ang/ANG)[1]*EV:.6f} eV")
print(f"  R = 6.0 angstrom: {b_far*EV:.6f} eV")
print(f"shift of Re by B: {(re_new-re)*ANG:.6f} angstrom")
print(f"average of B in v=0; v=1: {averages[0]*EV:.6f}; {averages[1]*EV:.6f} eV")
print(f"second-order shift, v=0; v=1: {second_order[0]*EV:.2e}; {second_order[1]*EV:.2e} eV")
print(f"increase of dissociation energy from v=0: {d0_change*EV:.6f} eV")
print(f"fundamental without B: {fund*EV:.5f} eV")
print(f"change of fundamental by B: {(fund_ad-fund)*EV:.6f} eV")
print(f"change by atomic instead of nuclear mass: {(fund_mass-fund)*EV:.6f} eV")
print(f"oscillator model, wall/electron spring ratio: {k_wall:.1f}")
print(f"  exact minus Born-Oppenheimer: {(exact-bo)*EV:.7f} eV")
print(f"  diagonal correction: {diagonal*EV:.7f} eV")
print(f"  remainder: {(exact-bo-diagonal)*EV:.7f} eV")
print(f"  effective-mass term: {mass_term*EV:.7f} eV")
print("OK")
```

Printed output:

```
proton mass: 1836.1527 electron masses
Re, cc-pVTZ full CI: 0.74263 angstrom
well depth without correction, cc-pVTZ: 4.6999 eV
exact two-atom correction 1/M: 0.014820 eV = 119.53 cm-1
B at Re, B of two atoms, increase of well depth:
  cc-pvdz: 0.013871, 0.014799, 0.000928 eV
  cc-pvtz: 0.014203, 0.014813, 0.000610 eV
  aug-cc-pvtz: 0.014178, 0.014799, 0.000622 eV
aug-cc-pVTZ B at Re: 114.35 cm-1
aug-cc-pVTZ B of two atoms: 119.36 cm-1
aug-cc-pVTZ increase of well depth: 5.01 cm-1
fraction of two-atom B that cancels: 95.8 percent
same increase for D2: 0.000311 eV = 2.51 cm-1
well depth H2 minus D2: 0.000311 eV
parts of B, cc-pVTZ (at Re; at 6 angstrom):
  radial: 0.003117; 0.002471 eV
  angular: 0.001666; 0.004935 eV
  total momentum: 0.009420; 0.007407 eV
electronic kinetic energy (Re; 6 A): 31.829; 27.200 eV
B at Re if scaled by kinetic energy: 0.017334 eV
B along the bond, cc-pVTZ:
  R = 0.5 angstrom: 0.016550 eV
  R = 1.0 angstrom: 0.012967 eV
  R = 1.5 angstrom: 0.013056 eV
  R = 2.0 angstrom: 0.014250 eV
  R = 3.0 angstrom: 0.014785 eV
  R = 6.0 angstrom: 0.014813 eV
shift of Re by B: 0.000197 angstrom
average of B in v=0; v=1: 0.014106; 0.013935 eV
second-order shift, v=0; v=1: -6.39e-07; -5.25e-07 eV
increase of dissociation energy from v=0: 0.000708 eV
fundamental without B: 0.51662 eV
change of fundamental by B: -0.000170 eV
change by atomic instead of nuclear mass: -0.000133 eV
oscillator model, wall/electron spring ratio: 0.4
  exact minus Born-Oppenheimer: 0.0036506 eV
  diagonal correction: 0.0037049 eV
  remainder: -0.0000544 eV
  effective-mass term: -0.0000547 eV
OK
```
